Atomic displacement tensors in monoclinic and hexagonal axes, with site-symmetry constraints

**The problem**

An atom in a crystal is displaced by u from its mean position. Its displacement tensor in a Cartesian frame e1, e2, e3 is

C_mn = ⟨u_m u_n⟩.

The cell has axis vectors a_1, a_2, a_3. The reciprocal vectors a*_i are defined without a factor 2π,

a*_i · a_j = δ_ij,

and have lengths r_i = |a*_i|. For the reflection h = (h_1, h_2, h_3) the scattering vector is Q = 2π Σ_i h_i a*_i. Thermal motion multiplies the amplitude scattered by the atom by T = ⟨exp(iQ·u)⟩. The symmetric tensors β_ij and U_ij are defined by

T = exp(−Σ_ij β_ij h_i h_j),  β_ij = 2π² r_i r_j U_ij.

Each sum runs over all nine index pairs, so an off-diagonal component enters twice. The displacements are taken as Gaussian, as in a harmonic crystal in thermal equilibrium. The equivalent isotropic value is U_eq = (C11 + C22 + C33)/3.

(a) A monoclinic cell has a = 10, b = 12, c = 14 bohr and an angle of 110° between a_1 and a_3. The frame has e1 along a_1, e2 along a_2 and e3 along a*_3. In bohr²,

C11 = 0.0400, C22 = 0.0300, C33 = 0.0600,
C12 = 0.0040, C13 = 0.0060, C23 = −0.0050.

Find U_ij, β_ij, a formula for U_eq in terms of U_ij, and T for the reflection (4,2,5).

(b) In a hexagonal crystal with γ = 120°, an atom sits at (x, 2x, z) on the mirror plane (x, y, z) → (y − x, y, z), and no other operation fixes its site. Which relations must its U_ij satisfy? What is added if a horizontal mirror, and then also a threefold axis, passes through the site?

**A tempting solution**

The frame in (a) is aligned with the cell as far as an oblique cell allows: e1 lies along a_1 and e2 along a_2. It seems natural to read U11 as the mean-square displacement along a_1, and the other components likewise. That gives U_ij = C_ij, hence U11 = 0.0400 and U13 = 0.0060 bohr². The β_ij follow on multiplication by 2π² r_i r_j, and U_eq is the mean of U11, U22 and U33.

For (b), the mirror reverses a_1 and leaves the perpendicular directions alone. Averages containing one factor of the displacement along a_1 must vanish, so U12 = U13 = 0. Four components remain free: U11, U22, U33 and U23.

**Where it fails**

An isotropic atom exposes the fault. Let C_mn = w δ_mn, with w the mean-square displacement along any direction. Then ⟨(Q·u)²⟩ = w|Q|², so T can depend on h only through |Q|². In the monoclinic cell

|Q|² = 4π² (h_1² r_1² + h_2² r_2² + h_3² r_3² + 2 h_1 h_3 a*_1·a*_3),

and the last term is nonzero because a*_1 and a*_3 are not perpendicular. The tempting solution sets U13 = C13 = 0 for this atom and loses that term. It would assign the same T to the reflections (h_1, h_2, h_3) and (h_1, h_2, −h_3), although their scattering vectors differ in length when h_1 h_3 ≠ 0, and the Gaussian average below gives T = exp(−w|Q|²/2) for this atom.

The mistake is to choose a meaning for U_ij instead of deriving it. The definition ties U_ij to products h_i h_j, and h_i multiplies a reciprocal vector. The directions that matter are those of a*_i. In (a), a*_2 and a*_3 lie along e2 and e3, but a*_1 does not lie along e1. In (b), the statement about the mirror is true of the Cartesian tensor, but it was carried over to a tensor with different reference directions.

**What U_ij means**

Write the displacement in fractional components, u = Σ_j Δ_j a_j. Taking the scalar product with a*_i gives

Δ_i = a*_i · u,

and therefore

Q·u = 2π Σ_i h_i a*_i·u = 2π Σ_i h_i Δ_i.

The number q = Q·u is Gaussian with mean zero and variance σ² = ⟨q²⟩. In its average the exponent is a completed square plus a constant:

iq − q²/(2σ²) = −(q − iσ²)²/(2σ²) − σ²/2.

The shifted Gaussian has the same integral as the unshifted one, because the integrand is analytic and decays at large |Re q|. Hence

T = exp(−σ²/2) = exp(−½ · 4π² Σ_ij h_i h_j ⟨Δ_i Δ_j⟩).

Comparison with the definition, for all h, gives

β_ij = 2π² ⟨Δ_i Δ_j⟩.

The comparison is unique: reflections such as (1,0,0) fix the diagonal components, and (1,1,0) then fixes β12, with the other pairs treated alike.

If the displacements are not Gaussian, expansion of the logarithm gives

ln T = −⟨q²⟩/2 − i⟨q³⟩/6 + …,

and the tensor β describes its second-order term. The conversion and symmetry rules below concern second moments and do not need the Gaussian assumption.

Now divide by the reciprocal lengths. With the unit vectors n_i = a*_i/r_i,

U_ij = ⟨Δ_i Δ_j⟩/(r_i r_j) = ⟨(n_i·u)(n_j·u)⟩ = Σ_mn n_im C_mn n_jn,

where n_im is the m-th Cartesian component of n_i. Thus U_ii is the mean-square displacement along a*_i, the normal to the cell face spanned by the other two axes. For the isotropic atom U_ij = w n_i·n_j, which supplies the missing cross term.

**Solution of (a)**

To avoid confusing the cell angle with β_ij, let s = sin 110° = 0.939693 and k = cos 110° = −0.342020. The cell vectors are

a_1 = (a, 0, 0),  a_2 = (0, b, 0),  a_3 = (ck, 0, cs).

For a*_1, the product with a_1 must be 1, so its first component is 1/a. The product with a_2 must be 0, so its second component is 0. If its third component is Z, the product with a_3 requires

ck/a + cs Z = 0,  so Z = −k/(as).

The same conditions for the other two vectors give

a*_1 = (1/a, 0, −k/(as)),  a*_2 = (0, 1/b, 0),  a*_3 = (0, 0, 1/(cs)).

The length of the first is √(1 + k²/s²)/a = 1/(as), since s² + k² = 1 and s > 0. Therefore

r_1 = 1/(as) = 0.106418 bohr⁻¹,
r_2 = 1/b = 0.083333 bohr⁻¹,
r_3 = 1/(cs) = 0.076013 bohr⁻¹,

n_1 = (s, 0, −k),  n_2 = (0, 1, 0),  n_3 = (0, 0, 1).

Insert these into U_ij = Σ_mn n_im C_mn n_jn. In U11 the components C13 and C31 each contribute −sk C13, which produces the factor 2:

U11 = s² C11 − 2sk C13 + k² C33
U22 = C22
U33 = C33
U12 = s C12 − k C23
U13 = s C13 − k C33
U23 = C23

At 90°, s = 1 and k = 0, and the tempting identification U = C becomes correct. At 110°, −k is positive, and the numbers in bohr² are

U11 = 0.03532 + 0.00386 + 0.00702 = 0.04620
U12 = 0.00376 − 0.00171 = 0.00205
U13 = 0.00564 + 0.02052 = 0.02616
U22 = 0.03000, U33 = 0.06000, U23 = −0.00500

The largest change is in U13: the tempting value was 0.0060. Most of the correct value comes from −k C33, which reflects the obliquity of the reference directions. It is not a Cartesian correlation between displacements along e1 and e3. Even an isotropic atom has U13/U11 = n_1·n_3 = −k = 0.342 in this cell.

Multiplication by 2π² r_i r_j gives the dimensionless components

β11 = 0.010327, β22 = 0.004112, β33 = 0.006843,
β12 = 0.000359, β13 = 0.004177, β23 = −0.000625.

For U_eq we need the trace of C, so the conversion must be inverted. Since C33 = U33, the equation for U13 gives

s C13 = U13 + k U33.

Solve the equation for U11 for its first term and substitute this result:

s² C11 = U11 + 2k (s C13) − k² C33
= U11 + 2k U13 + 2k² U33 − k² U33
= U11 + 2k U13 + k² U33.

Likewise C12 = (U12 + k U23)/s, which completes the inverse conversion. Now add C33 = s² U33/s² to C11:

C11 + C33 = [U11 + 2k U13 + (k² + s²) U33]/s²
= (U11 + U33 + 2k U13)/s².

The formula for U_eq is therefore

U_eq = ⅓ [U22 + (U11 + U33 + 2k U13)/s²].

The second term in the bracket is

(0.04620 + 0.06000 − 0.01789)/0.88302 = 0.1000 bohr²,

so U_eq = (0.0300 + 0.1000)/3 = 0.04333 bohr² = 0.01213 Å². This agrees with the trace of the original C.

The rule that U_eq is the mean of the diagonal U_ii gave the right number in the tempting solution because its U was really C. Applied to the correct U, it gives 0.04540 bohr², which is 4.8% above U_eq. The difference of the traces is

(U11 + U22 + U33) − (C11 + C22 + C33) = U11 − C11
= k² (C33 − C11) − 2sk C13,

where s² − 1 = −k² was used. It vanishes for an isotropic atom, so that case alone would not reveal this second error.

For the reflection (4,2,5), the exponent is

Σ_ij β_ij h_i h_j = 16β11 + 4β22 + 25β33 + 2(8β12 + 20β13 + 10β23)
= 0.1652 + 0.0164 + 0.1711 + 0.0057 + 0.1671 − 0.0125
= 0.5131,

where the total is summed before rounding the terms, and T = exp(−0.5131) = 0.599. The β13 term, 0.1671, lies between the two leading diagonal terms, 0.1652 and 0.1711.

Replacing the tensor by its isotropic equivalent gives the exponent |Q|² U_eq/2. With |Q| = 4.280 bohr⁻¹ this is 0.3970, and T would be 0.672, about 12% above the anisotropic value. The reason is the direction of Q. The mean-square displacement along Q is twice the anisotropic exponent divided by |Q|²,

2 × 0.5131/4.280² = 0.0560 bohr²,

which exceeds U_eq. It lies below the largest principal value of C, 0.0621 bohr², as it must.

**Solution of (b)**

Suppose a space-group operation maps the site to itself or to a lattice-equivalent site. Adding the appropriate lattice translation gives an operation that fixes the site itself. It acts on the displacement as Δ → WΔ, where W is its matrix in fractional coordinates; the translation has dropped out.

In equilibrium, with the crystal symmetry unbroken, displacements Δ and WΔ are equally probable. Every second moment therefore equals the moment formed from the transformed components. If a distortion removes the operation, the constraint derived from it is lost unless the remaining site operations impose it too.

We need this rule for U rather than β. Define the scaled components ξ_i = Δ_i/r_i, so that U_ij = ⟨ξ_i ξ_j⟩. In hexagonal axes r_1 = r_2, and the operations used here do not mix the third component with the first two. The scaling therefore leaves W unchanged, and ξ transforms in the same way as Δ. In a cell with r_1 ≠ r_2, an operation mixing the first two components would not have this property.

The mirror maps (x, 2x, z) to (2x − x, 2x, z), which is the same point. On displacements it acts as

ξ_1 → ξ_2 − ξ_1,  ξ_2 → ξ_2,  ξ_3 → ξ_3.

Invariance of the moments containing ξ_1 requires

U11 = ⟨(ξ_2 − ξ_1)²⟩ = U22 − 2U12 + U11,
U12 = ⟨(ξ_2 − ξ_1) ξ_2⟩ = U22 − U12,
U13 = ⟨(ξ_2 − ξ_1) ξ_3⟩ = U23 − U13.

The first two equations give the same condition. The moments U22, U33 and U23 are unchanged and give none. The mirror site therefore has

U22 = 2U12,  U23 = 2U13.

Four components are free, for instance U11, U22, U33 and U13. The tempting solution had the right number of free components but the wrong relations.

The Cartesian argument can now be completed correctly. Put e1 along a_1, e3 along a_3, and e2 so that

a_1 = (a, 0, 0),  a_2 = (−a/2, √3 a/2, 0),  a_3 = (0, 0, c).

For a*_1, the product with a_1 fixes the first component as 1/a. The product with a_2 must vanish, which makes the second component 1/(√3 a). For a*_2, the first component is zero and the second is 2/(√3 a). Both vectors have length 2/(√3 a), and

n_1 = (√3/2, 1/2, 0),  n_2 = (0, 1, 0),  n_3 = (0, 0, 1).

The mirror sends the fractional vector (1,0,0) to (−1,0,0), so it reverses e1. It leaves (1,2,0) unchanged, and a_1 + 2a_2 = (0, √3 a, 0) lies along e2. It also leaves e3 unchanged. Hence C12 = C13 = 0, as the tempting solution correctly noticed. Conversion with the vectors n_i then gives

U11 = (3C11 + C22)/4,  U22 = C22,  U33 = C33,
U12 = C22/2,  U13 = C23/2,  U23 = C23.

Both relations reappear. The component U12 does not vanish because n_1 and n_2 each have a part along e2.

As an example, take C11 = 0.0300, C22 = 0.0500, C33 = 0.0400 and C23 = 0.0100 bohr². Then, in bohr²,

U11 = (0.0900 + 0.0500)/4 = 0.0350,
U22 = 0.0500, U33 = 0.0400,
U12 = 0.0250, U13 = 0.0050, U23 = 0.0100.

For U_eq in hexagonal axes, keep C12 general for a moment:

U11 = ¾ C11 + (√3/2) C12 + ¼ C22,
U12 = (√3/2) C12 + ½ C22.

Subtraction removes C12 and gives U11 − U12 = ¾ C11 − ¼ C22. With C22 = U22, this becomes

C11 = (4/3)(U11 − U12) + U22/3.

Adding C22 = U22 and C33 = U33, and dividing by 3, gives

U_eq = ⅓ [(4/3)(U11 + U22 − U12) + U33].

In the example this is (0.0800 + 0.0400)/3 = 0.0400 bohr² = 0.01120 Å².

**Higher site symmetry**

In the space group P6₃/mmc, setting z = 1/4 places the atom on the horizontal mirror (x, y, z) → (x, y, ½ − z) as well. This reverses ξ_3, so U13 = −U13 and U23 = −U23. Both vanish, and three free components remain: U11, U22 and U33, with U12 = U22/2.

Setting also x = 1/3 gives (1/3, 2/3, 1/4), a site of the hexagonal close-packed structure. The operation (x, y, z) → (−y, x − y, z) takes it to (−2/3, −1/3, 1/4), which differs from it by a lattice translation. Thus a threefold axis passes through the site. Its action ξ_1 → −ξ_2, ξ_2 → ξ_1 − ξ_2 gives

U11 = ⟨ξ_2²⟩ = U22,
U22 = ⟨(ξ_1 − ξ_2)²⟩ = U11 − 2U12 + U22,
U12 = −⟨ξ_2 (ξ_1 − ξ_2)⟩ = U22 − U12.

The second equation gives U11 = 2U12, and the third repeats the mirror condition. Altogether

U11 = U22 = 2U12,  U13 = U23 = 0,

with U11 and U33 free. In Cartesian terms, U11 = U22 means (3C11 + C22)/4 = C22, or C11 = C22: with C12 = 0, the mean-square displacement is the same along every direction in the basal plane. For Gaussian displacements the whole distribution is then isotropic in that plane. Without the Gaussian assumption the third moment can still depend on direction: the mirror makes it vanish along a_1, but it need not vanish along a_1 + 2a_2. Symmetry does not require U33 = U11. The two mirrors and the threefold axis generate the full site group of 12 operations, so no further relation follows.

**Equivalent atoms**

The relations belong to the coordinate triplet for which they were derived. In P6₃/mmc the same threefold matrix, now about the axis through the origin, takes an atom at (x, 2x, z) to (−2x, −x, z). The tensor there, marked by a prime, is

U′11 = U22 = 0.0500,
U′22 = U11 − 2U12 + U22 = U11 = 0.0350,
U′33 = U33 = 0.0400,
U′12 = U22 − U12 = 0.0250,
U′13 = −U23 = −0.0100,
U′23 = U13 − U23 = −0.0050,

all in bohr². This atom obeys U′11 = 2U′12 and U′13 = 2U′23. Imposing the original relations on it would be wrong, although the two atoms are equivalent.

**A check that does not assume the constraints**

The numerical check includes a model in which one atom moves while central springs join it to fixed neighbours. Each spring is at its rest length when the atom sits on its site. In classical equilibrium and in the harmonic limit of small displacements, the tensor C is proportional to the inverse of the stiffness matrix, which is summed directly from the neighbour positions. The cell has a = 6 and c = 10 bohr, the neighbours are the P6₃/mmc images of the site within 11 bohr, and a spring of length d bohr has stiffness proportional to (1 − d/11)². At a mirror site with x = 0.2 and z = 0.1, conversion of this C gives U12/U22 = 0.500 and U13/U23 = 0.500, while U11/U22 = 1.040. The model obeys the two required relations and leaves U11 different from U22, as the mirror permits. At the close-packed site it gives U22/U11 = 1.000 and U12/U11 = 0.500, with U33/U11 = 0.997. That last ratio is a property of the chosen springs and cell, not a consequence of symmetry.

Computed results

```
monoclinic a, b, c = 10.0, 12.0, 14.0 bohr; angle = 110.0 deg
sin(angle) = 0.939693, cos(angle) = -0.342020
a*, b*, c* = 0.106418, 0.083333, 0.076013 1/bohr
C11 = 0.0400 bohr^2
C22 = 0.0300 bohr^2
C33 = 0.0600 bohr^2
C12 = 0.0040 bohr^2
C13 = 0.0060 bohr^2
C23 = -0.0050 bohr^2
principal values of C = 0.027179, 0.040705, 0.062116 bohr^2
U11 = 0.046196 bohr^2
U22 = 0.030000 bohr^2
U33 = 0.060000 bohr^2
U12 = 0.002049 bohr^2
U13 = 0.026159 bohr^2
U23 = -0.005000 bohr^2
beta11 = 0.0103268 (dimensionless)
beta22 = 0.0041123 (dimensionless)
beta33 = 0.0068431 (dimensionless)
beta12 = 0.0003586 (dimensionless)
beta13 = 0.0041769 (dimensionless)
beta23 = -0.0006252 (dimensionless)
U_eq = 0.043333 bohr^2 = 0.012135 angstrom^2
mistaken mean of U11,U22,U33 = 0.045399 bohr^2
reflection h,k,l = 4,2,5; |Q| = 4.28035 1/bohr
sum beta_ij h_i h_j = 0.513067; T = 0.59866
isotropic exponent = 0.396964; T_iso = 0.67236
isotropic atom: monoclinic U13/U11 = 0.342020, hexagonal U12/U11 = 0.500000
site (x,2x,z): site-group order 2, free components 4
site (x,2x,1/4): site-group order 4, free components 3
site (1/3,2/3,1/4): site-group order 12, free components 2
hexagonal a, c = 6.0, 10.0 bohr; spring site x = 0.2, z = 0.1
springs, mirror site: U12/U22 = 0.500000, U13/U23 = 0.500000, U11/U22 = 1.039508
springs, hcp site: U12/U11 = 0.500000, U22/U11 = 1.000000, U33/U11 = 0.997354
hex Cartesian C11,C22,C33,C23 = 0.0300, 0.0500, 0.0400, 0.0100 bohr^2
hex U11 = 0.0350 bohr^2
hex U22 = 0.0500 bohr^2
hex U33 = 0.0400 bohr^2
hex U12 = 0.0250 bohr^2
hex U13 = 0.0050 bohr^2
hex U23 = 0.0100 bohr^2
hex U_eq = 0.0400 bohr^2 = 0.011201 angstrom^2
equivalent-atom U11 = 0.0500 bohr^2
equivalent-atom U22 = 0.0350 bohr^2
equivalent-atom U33 = 0.0400 bohr^2
equivalent-atom U12 = 0.0250 bohr^2
equivalent-atom U13 = -0.0100 bohr^2
equivalent-atom U23 = -0.0050 bohr^2
```
